# Dielectric constant from a zigzag potential: slopes, kinks and convergence

## Definitions and conventions

An insulating crystal has period $a$ along $z$. We repeat it $N$ times, with $N$ a multiple of 4, to get a periodic supercell of length $L=Na$. The ions are clamped, so the response is that of the electrons alone, and the constant sought is $\epsilon_\infty$ for a longitudinal field along $z$.

Rydberg atomic units are used: the kinetic energy is $p^2$ with $p=-i\,d/dz$, and $e^2=2$. All potentials are potential energies of an electron. For an electron number density $n(z)$, averaged over the plane, Poisson's equation is

$$V_H''(z)=-8\pi n(z).$$

The applied potential $V_{\rm ext}$ is a continuous zigzag. It rises with slope $+F$ from $z=0$ to $L/2$ and falls with slope $-F$ from $L/2$ to $L$. Its slope jumps by $+2F$ at $z=0$ and by $-2F$ at $L/2$, so it is the potential of two opposite charged sheets. Its mean slope is zero, as periodicity requires. The kinks are rounded by convolution with an even, normalised Gaussian of width $\sigma$. This leaves a straight line unchanged, so the slope is still $\pm F$ a few $\sigma$ away from the kinks.

The electrons relax self-consistently. $V$ denotes the total electrostatic potential: ions, zigzag and Hartree.

The numbers below belong to a model crystal with $a=5$ bohr and two electrons per cell and per transverse area $A=30$ bohr². The ionic potential is $-v_0\cos(2\pi z/a)$ with $v_0=0.45$ Ry. The density is taken as uniform in the plane and the in-plane motion is frozen, so the electrons move along $z$ only; with free in-plane motion the same potential would give a metal. Hartree and local Slater exchange are included, correlation is not. The gap is 0.413 Ry, and $F=0.001$ Ry/bohr, or 0.0257 eV/Å. Digits beyond the third serve to compare two routes within this model at nine grid points per cell; a finer grid lowers $\epsilon_\infty$ by about $5\times10^{-6}$ in both routes.

## What a ratio of slopes measures

Let $\Pi(z)$ be the number of electrons per area carried across the plane $z$ in the $+z$ direction while the field is switched on. Conservation of particles gives $\delta n=-\Pi'$. Poisson's equation for the induced part becomes $\delta V_H''=8\pi\Pi'$, and one integration gives

$$\delta V_H'=8\pi\Pi+C .$$

A shift by $L/2$ is a lattice translation that reverses the zigzag. To first order in $F$, therefore, $\Pi(z+L/2)=-\Pi(z)$, and $\Pi$ averages to zero over the supercell. So does $\delta V_H'$, because $\delta V_H$ is periodic. Hence $C=0$.

Far from the kinks the electrons see a uniform mean field. Moving by $a$ changes the potential there by a constant, which does not alter the density of an insulator, so $\delta n$ and $\Pi$ have the lattice period. With $s$ the mean slope of $V$ and $\bar\Pi$ the average over a period,

$$s=F+8\pi\bar\Pi .$$

A rising potential pushes electrons towards smaller $z$, so $\bar\Pi=-\chi s$ with $\chi>0$. Then $s(1+8\pi\chi)=F$, and

$$\epsilon_\infty=1+8\pi\chi=\frac{F}{s}.$$

What remains is to extract $s$ from a finite supercell.

## First attempt: compare the total swings

The simplest estimate divides the bare rise from $z=0$ to $L/2$ by the screened rise. Rounding lowers the bare rise by a fixed amount $Fb$ at each kink, which leaves $F(L/2-2b)$. The screened rise is the integral of the screened slope over $N/2$ whole cells. The lattice-periodic ripple integrates to zero, and the region around each kink adds a fixed offset $Fg$. Thus

$$\frac1{\epsilon_{\rm swing}}=\frac{L/(2\epsilon_\infty)+2g}{L/2-2b}.$$

Subtracting $1/\epsilon_\infty$ cancels the terms proportional to $L$ in the numerator:

$$\frac1{\epsilon_{\rm swing}}-\frac1{\epsilon_\infty}
=\frac{2g+2b/\epsilon_\infty}{L/2-2b}
=\frac{4(g+b/\epsilon_\infty)}{L-4b}.$$

The error dies only as $1/L$. For 16 and 32 cells the estimates are 3.089 and 3.298, which are 12% and 6.5% below the converged 3.528.

The formula also accounts for the departure from a pure $1/L$ law. With $\sigma=1$ bohr and nine grid points per cell, the bare swing for 32 cells is 0.07845 Ry instead of $FL/2=0.08000$ Ry, so $2b=1.55$ bohr and $4b=3.1$ bohr. (The exact convolution gives $2b=2\sigma\sqrt{2/\pi}=1.60$ bohr; the difference comes from sampling the kink on the grid.) Doubling $L$ from 80 to 160 bohr should reduce the error in $1/\epsilon$ by $156.9/76.9=2.040$. The computed factor is 2.040.

## Second attempt: use the longest wave

One may instead divide the bare by the screened Fourier coefficient at $q=2\pi/L$. Let $M(q,q')$ be the linear response of the total potential at $q$ to the applied potential at $q'$. The static response kernel is symmetric in its two positions, so $M(q,q)$ is even in $q$. In an insulator, with $q$ along $z$, it is smooth at $q=0$:

$$M(q,q)=\frac1{\epsilon_\infty}+\beta q^2+\dots$$

The zigzag also contains waves at $q+G$, with $G$ a reciprocal lattice vector, and these feed into $q$. Their amplitude relative to the first harmonic is at most of order $q^2/(q+G)^2$. The coupling is $M(q,q+G)=(8\pi/q^2)\,\chi_n(q,q+G)$, with $\chi_n$ the self-consistent density response. Conservation of particles gives $\chi_n(0,G)=0$, so $\chi_n(q,q+G)=qA_G+O(q^2)$, and each such term alone is of relative order $q$. The crystal is even about $z=0$, so $\chi_n(q,q+G)=\chi_n(-q,-q-G)$ and $A_{-G}=-A_G$, while the zigzag amplitudes at $q+G$ and $q-G$ are equal at leading order. The terms of order $q$ cancel in pairs, and what remains is of order $q^2$. The error in $1/\epsilon$ is therefore of order $1/L^2$ and should fall by 4 on doubling $L$; the computed factor is 3.97. The estimates for 16 and 32 cells are 3.417 and 3.499, still 3.1% and 0.8% low.

The remedy is visible in the expansion. In real space, for the smoothed potential, $q^2$ acts as $-d^2/dz^2$, and every derivative beyond the first vanishes on a straight segment. The power corrections therefore sit at the kinks. A local slope read far from them avoids these corrections, whereas a single harmonic samples the kinks whatever the length.

## Third attempt: differentiate in the middle

The pointwise derivative of the total change in potential, applied plus induced, fails for another reason. At the nine grid points of the middle cell of the longest supercell it ranges from $-0.002$ to $1.84$ times its mean. Reading $\epsilon$ at the steepest of these points would give $3.528/1.843=1.91$; near the flattest point the ratio diverges and changes sign. These are the local fields inside a cell.

They have the lattice period. Away from the kinks, to first order in $F$,

$$V(z)=V_0(z)+sz+u(z)+\text{const},$$

where the unperturbed potential $V_0$ and the ripple $u$ both have period $a$. A difference over one period removes both:

$$s(z)=\frac{V(z+a/2)-V(z-a/2)}{a}.$$

This is also the average of $V'$ over the window. A window that is not a whole number of periods in general leaves a remainder of $V_0$, which does not even vanish with $F$.

The half-supercell shift removes $V_0$ and the even orders in $F$ point by point. Since it turns $F$ into $-F$,

$$\delta V(z)=\tfrac12\,[V(z)-V(z+L/2)]=\tfrac12\,[V_F(z)-V_{-F}(z)]$$

contains odd powers of $F$ alone, and one calculation supplies both field directions. In this model it changes the one-period slope by about $2\times10^{-4}$ at 5 bohr from a kink, but the middle slope by only $10^{-7}$ for 16 cells and less for 32. From here on $s$ is taken from $\delta V$. Its leading nonlinear term is cubic, so $F/s$ has an error proportional to $F^2$.

With 32 cells the middle slope is $2.83446\times10^{-4}$ Ry/bohr, hence

$$\epsilon=\frac{1.00000\times10^{-3}}{2.83446\times10^{-4}}=3.52801 .$$

Local exchange does not spoil this reading. Its first-order change is $f_x(z)\,\delta n(z)$, with $f_x=dv_x/dn$, and it has the lattice period far from the kinks. It affects the size of $\delta n$ but has no mean slope of its own. Adding it to $V$ changes the middle slope by about $10^{-9}$ of its value. Near a kink this argument fails, and the electrostatic potential is the one to use.

## How far from the kink is far enough?

Let $E_{\rm ext}$ be the applied slope and $E$ the slope of the total change in potential, applied plus induced. In linear response $E(z)=\int R(z,z')E_{\rm ext}(z')\,dz'$. Let $\bar R$ be $R$ averaged over a window of length $a$ in its first argument. A uniform applied slope must give $F/\epsilon_\infty$, so $\int\bar R(z,z')\,dz'=1/\epsilon_\infty$.

Take one sharp kink at $z'=0$, where $E_{\rm ext}$ changes from $-F$ to $F$. At a distance $d$ to its right,

$$s(d)=F\int_0^\infty\!\bar R\,dz'-F\int_{-\infty}^0\!\bar R\,dz'
=\frac F{\epsilon_\infty}-2F\int_{-\infty}^{0}\!\bar R(d,z')\,dz'.$$

The second form follows by adding and subtracting the integral over negative $z'$. The error is the tail of the response kernel that reaches across the kink. Without screening $R$ is a delta function, and the error vanishes once the window clears the kink, $d>a/2$.

With screening, the range of $R$ comes from the electrons. In this planar geometry $E=E_{\rm ext}+8\pi\Pi$ at each point, so the Coulomb interaction adds no long tail to the relation between fields. The noninteracting density response is a frequency integral of two Green functions,

$$\chi_0(z,z')\propto\int d\omega\,G(z,z';E_0+i\omega)\,G(z',z;E_0+i\omega),$$

with $E_0$ anywhere in the gap. There $G$ decays as $e^{-\kappa(E_0)|z-z'|}$. Placing $E_0$ where $\kappa$ has its maximum $\kappa_b$ gives the decay scale $2\kappa_b$. Since $\kappa\simeq\kappa_b-c(E-E_b)^2$ near the maximum, its real part grows as $c\omega^2$ along the integration line. The $\omega$ integral is then Gaussian and adds an algebraic prefactor.

At $\kappa_b$ the valence and conduction bands merge when continued to complex wavevector. Two plane waves suffice for an estimate. With $k_0=\pi/a$ and coupling $W$, the waves $\pm k_0+i\kappa$ have energies $k_0^2-\kappa^2\pm2ik_0\kappa$, and the eigenvalues are

$$E=k_0^2-\kappa^2\pm\sqrt{W^2-4k_0^2\kappa^2}.$$

They merge at $\kappa_b=W/(2k_0)$. The gap is $E_g=2W$, so $2\kappa_b=E_g/(2k_0)=aE_g/(2\pi)$. Here this is $5\times0.4135/6.283=0.329$ bohr⁻¹; the full band calculation gives 0.326 bohr⁻¹, a decay length of 3.06 bohr or 1.62 Å. In this nearly-free-electron regime, halving the gap doubles the decay length $1/(2\kappa_b)$.

Nine windows were sampled in each 5-bohr interval of distance from a kink, the nearest centred 0.28 bohr beyond the near edge. The largest relative slope error among those centred 5–10 bohr from the kink is $9.8\times10^{-2}$. In the next 5-bohr intervals it is $4.4\times10^{-3}$, $3.6\times10^{-4}$, $4.2\times10^{-5}$, $5.7\times10^{-6}$ and $8.0\times10^{-7}$. The successive decay rates fall from 0.62 to 0.39 bohr⁻¹ and are still above $2\kappa_b$ at the last interval. A prefactor $d^{-p}$ would raise the local rate by $p/d$. The rates assigned to $d=17.5$ and 22.5 bohr would need $p\approx1.8$ and 1.7. The last error is measured against the middle slope at 40 bohr, which carries about $5\times10^{-8}$ of kink error itself; allowing for it lowers the last rate to about 0.38 bohr⁻¹ and gives $p\approx1.6$ at 27.5 bohr, so the required power is not constant over this range. That the whole excess is such a prefactor is a conjecture: the Gaussian integral above gives only $p=1/2$, it concerns $\chi_0$ rather than $\bar R$, and screening may alter both the power and the rate.

The dependence on the gap was tested with a second crystal, $v_0=0.9$ Ry, whose gap is 0.843 Ry. Between the second and fourth intervals its mean rate is about 0.78 bohr⁻¹, against 0.466 bohr⁻¹ for the first crystal. The corresponding $2\kappa_b$ are 0.652 and 0.326 bohr⁻¹. The rate rises with the gap, but at these distances by a factor of about 1.7, less than the factor of 2 in $2\kappa_b$.

In a supercell the best window lies midway between the kinks, at distance $L/4$ from both. The windows used below are centred half a grid step, 0.28 bohr, from that point:

| cells | $L/4$ (bohr) | $F/s$ | error relative to 32 cells |
|---|---|---|---|
| 4 | 5 | 2.856 | −19% |
| 8 | 10 | 3.491 | −1.0% |
| 12 | 15 | 3.5250 | −0.08% |
| 16 | 20 | 3.5277 | −0.01% |

Two kinks contribute here. For 12 cells, twice the largest single-kink error among the sampled windows centred 15–20 bohr from the kink, $3.6\times10^{-4}$, is $7\times10^{-4}$, close to the $8\times10^{-4}$ found. In this model the estimates approach from below, so the middle slope is too steep; in the formula for $s(d)$ this means that the integrated tail of $\bar R$ across the kink is negative here. The same 16-cell calculation that gives a 12% error from swings gives 0.01% from the middle slope.

## Removing the field error

At fixed length write $\epsilon(F)=\epsilon(0)+kF^2$. Then $\epsilon(2F)-\epsilon(F)=3kF^2$ and $\epsilon(4F)-\epsilon(2F)=12kF^2$, a ratio of 4. For 16 cells the three values are 3.527667, 3.527809 and 3.528376, and the ratio, computed from the unrounded values, is 4.005. The kink error is itself linear response, so it cancels from these differences at leading order. The cancellation is not exact: $k$ is about 2% larger for 32 cells than for 16, so carrying the correction over to the longest cell leaves an error of about $10^{-6}$ in $\epsilon$:

$$\epsilon(0)=3.528010-\frac{3.527809-3.527667}{3}=3.527963 .$$

## A check without a supercell

The same constant follows from one primitive cell. Let $v$ and $c$ label the occupied and empty states at the same wavevector, each normalised to one over a cell along $z$. From $[p^2,z]=-2ip$, and because local potentials commute with $z$,

$$z_{cv}=\frac{-2i\,p_{cv}}{E_c-E_v}.$$

The perturbation is $sz+\delta w(z)$, with $\delta w$ lattice-periodic. First-order perturbation theory gives $\delta n=s\,n_z+\chi_0\delta w$, where, with $\langle\cdot\rangle_k$ the average over wavevectors,

$$n_z=-\frac4A\Big\langle{\rm Re}\sum_c\frac{\psi_v^*\psi_c\,z_{cv}}{E_c-E_v}\Big\rangle_k .$$

The factor 4 is two spins times the two conjugate terms in $\delta|\psi_v|^2$. Self-consistency requires $\delta w=K\delta n$, where $K$ is $8\pi/G^2$ for $G\ne0$ plus $f_x$. Therefore $\delta n=s(1-\chi_0K)^{-1}n_z$. The dipole density is the expectation value of $z$ to first order, divided by the cell volume:

$$\bar\Pi=-\frac{4s}{Aa}\Big\langle\sum_c\frac{|z_{cv}|^2}{E_c-E_v}\Big\rangle_k+\frac1a\int_0^a n_z\,\delta w\,dz .$$

The last term has this form because the dipole caused by $\delta w$ involves the same products of matrix elements as $n_z$, complex conjugated, and the real part is taken. Finally $\epsilon_\infty=1-8\pi\bar\Pi/s$.

The result is 3.527962, which differs from the extrapolated slope ratio by $2\times10^{-7}$ of its value, mostly because $k$ was taken from the 16-cell supercell. Dropping $\delta w$ gives 3.639, or 3.1% too much. This is the net effect of the lattice-periodic Hartree and exchange responses together, not of the electrostatic local fields alone. The supercell includes both without any separate step.

## The resulting procedure and its limits

1. Choose $N$ divisible by 4, place the kinks half a supercell apart, and keep the potential swing well below the gap.
2. Converge the density with clamped ions, and form $\delta V$ from the half-supercell shift.
3. Plot the one-period slope against position. Accept the middle value only if there is a plateau.
4. Repeat with a longer cell and with a doubled field, and extrapolate in $F^2$.

The swing condition limits the length at fixed field. The screened swing is about $FL/(2\epsilon_\infty)$; for 32 cells it is 0.024 Ry, far below the gap. It would equal the gap near $L=2\epsilon_\infty E_g/F\approx2900$ bohr. Somewhat beyond that length electrons could lower their energy by moving from one kink to the other; the crossing is delayed because states confined at a kink cost extra energy. An iteration started from the unscreened zigzag meets the same trouble in shorter cells, since the bare swing equals the gap already near $L=2E_g/F\approx830$ bohr. Longer cells therefore need smaller fields, and the density must then be converged more tightly, because the signal across one period is only $Fa/\epsilon_\infty$.

In a metal the scheme has no finite answer, since the mean slope is screened to zero far from the kinks. If the ions are allowed to relax, the ratio includes their displacement and is no longer $\epsilon_\infty$.

## Computed results

```
period 5.0 bohr, area 30.0 bohr^2, kink rounding 1.0 bohr
grid points per cell 9, ionic amplitude 0.45 Ry
bare slope F = 0.0010 Ry/bohr = 0.02571 eV/angstrom
band gap = 0.41346 Ry
bare swing, 32 cells = 0.07845 Ry
screened swing, 32 cells = 0.02378 Ry
eps_inf, linear response = 3.527962
eps, linear response without local fields = 3.638868
cells, length (bohr), kink distance (bohr), eps from middle slope:
   4     20    5.0  2.856155
   8     40   10.0  3.491366
  12     60   15.0  3.525037
  16     80   20.0  3.527667
  24    120   30.0  3.528004
  32    160   40.0  3.528010
screened middle slope, 32 cells = 2.83445870e-04 Ry/bohr
eps_inf extrapolated to zero field = 3.527963
relative difference from linear response = 2.3e-07
eps at F, 2F, 4F (16 cells) = 3.527667, 3.527809, 3.528376
ratio of successive field shifts = 4.0047
pointwise slope / mean slope, middle cell: min -0.0023, max 1.8428
relative slope change from adding exchange = -1.4e-09
kink distance from (bohr), to (bohr), largest relative slope error:
     5    10  9.836e-02
    10    15  4.420e-03
    15    20  3.611e-04
    20    25  4.194e-05
    25    30  5.669e-06
    30    35  7.963e-07
successive decay rates (1/bohr): 0.6205, 0.5010, 0.4306, 0.4003, 0.3925
branch-point rate 2*kappa_b = 0.3264 1/bohr
branch-point decay length = 3.064 bohr = 1.621 angstrom
mean rate, second to fourth interval = 0.4658 1/bohr
wide-gap crystal: ionic amplitude 0.9 Ry, gap 0.84252 Ry
  eps slope (24 cells) 1.638601, linear response 1.638598
  mean rate 0.7762 1/bohr, 2*kappa_b 0.6522 1/bohr
eps from swings: 16 cells 3.08881, 32 cells 3.29817
  ratio of errors in 1/eps on doubling L = 2.0404
eps from first harmonic: 16 cells 3.41743, 32 cells 3.49947
  ratio of errors in 1/eps on doubling L = 3.9678
```
